# Why equivalent matrix square-root iterations differ in floating point

**Question.** My low-scaling SCF code needs $S^{1/2}$ and $S^{-1/2}$ of the overlap matrix without diagonalization. I took Newton's method for $X^2=A$, noticed that all iterates commute with $A$, and simplified it to $X_{k+1}=\tfrac12(X_k+X_k^{-1}A)$. In a minimal basis this converges and stays converged. In a larger basis it converges, and if I let it run the error climbs back and finally explodes. A colleague uses the coupled Newton–Schulz iteration and sees nothing of the kind. Both schemes are Newton's method for the same root, so I took them to be one algorithm written twice, and blamed the matrix inverse or a bug. What decides whether the error grows, and why is the other form immune?

**Answer.** The code is probably right. The simplification is valid on matrices that commute with $A$, rounding errors do not commute with $A$, and off the commuting set the simplified formula is a different map from the one it was derived from. The inverse is not the cause.

Conventions: $S$ is real, symmetric and positive definite, $A=S/c$ with a scale $c>0$, and $A=U\,\mathrm{diag}(\lambda_i)\,U^T$ with orthonormal columns $u_i$. The root is $s=A^{1/2}$, with eigenvalues $s_i=\sqrt{\lambda_i}>0$, and $\kappa=\lambda_{\max}/\lambda_{\min}$ does not depend on $c$. For an error matrix $E$, $E_{ij}=u_i^TEu_j$. A subscript $+$ marks the next iterate. A computed step is the exact step plus a small matrix $d_k$ without special structure. An iteration is called stable if the powers of its linearization at the solution stay bounded, so that a small error is not multiplied without limit.

### What is equivalent to what

Full Newton sets $X_+=X+H$ and drops $H^2$ in $(X+H)^2=A$, which leaves the Sylvester equation
$$XH+HX=A-X^2 .$$
Suppose $X$ is diagonal in the basis $u_i$ with positive eigenvalues $x_i$, as it is for $X_0=A$. Then $H=\tfrac12(X^{-1}A-X)$ commutes with $X$, so $XH+HX=2XH=A-X^2$, and this solution is unique because the equation reads $(x_i+x_j)H_{ij}=(A-X^2)_{ij}$ with $x_i+x_j>0$. Hence $X_+=\tfrac12(X+X^{-1}A)$, again diagonal and positive. From $x_+\mp s=(x\mp s)^2/2x$ follows $(x_+-s)/(x_++s)=[(x-s)/(x+s)]^2$, so every eigenvalue converges.

The Denman–Beavers (DB) pair is $Y_+=\tfrac12(Y+Z^{-1})$, $Z_+=\tfrac12(Z+Y^{-1})$ with $Y_0=A$, $Z_0=I$. If $Y=AZ$ and all matrices commute, $Z^{-1}=Y^{-1}A$, so $Y_+=\tfrac12(Y+Y^{-1}A)$, and $AZ_+=\tfrac12(Y+AY^{-1})=Y_+$ carries the assumption to the next step. Full Newton, simplified Newton and DB thus produce identical iterates in exact arithmetic.

Newton–Schulz (NS) is a second family. Newton's method for $g(z)=z^{-2}-\lambda=0$, with $g'=-2z^{-3}$, gives $z_+=z+\tfrac12z^3(z^{-2}-\lambda)=\tfrac12z(3-\lambda z^2)$. Four matrix versions, started from $Z_0=I$ and $Y_0=A$, are

- uncoupled: $Z_+=\tfrac12Z(3I-ZAZ)$,
- coupled: $T=\tfrac12(3I-ZY)$, $Y_+=YT$, $Z_+=TZ$,
- misordered: the same with $Z_+=ZT$,
- factor refinement: $Z_+=\tfrac12Z(3I-Z^TAZ)$.

All exact iterates are polynomials in $A$, hence symmetric and commuting, and $Y=AZ$ persists because $Y$ and $Z$ are multiplied by the same $T$; then $ZY=ZAZ=Z^TAZ$ and the four coincide. They do not coincide with the first family: $x_1=\tfrac12(\lambda+1)$ and $y_1=\tfrac12\lambda(3-\lambda)$ differ by $\tfrac12(1-\lambda)^2$. The two schemes in the question share a limit, not a sequence.

NS also needs the scale $c$. With $m=zy=\lambda z^2$ one has $m_+=\tfrac14m(3-m)^2$, and expanding both sides shows
$$1-m_+=\tfrac14(4-9m+6m^2-m^3)=\tfrac14(1-m)^2(4-m).$$
For $0<m_0=\lambda<3$ this puts $m_1$ in $(0,1]$. On $(0,1)$ the ratio $(1-m_+)/(1-m)=\tfrac14(1-m)(4-m)$ is below one and falls as $m$ rises, so $m\to1$; every factor $\tfrac12(3-m)$ is positive, so $z\to+\lambda^{-1/2}$. For $3<\lambda<4$ the first factor is negative and the later ones positive, and the limit is the negative root. The Gershgorin bound $c=\max_\mu\sum_\nu|S_{\mu\nu}|$ places all $\lambda_i$ in $(0,1]$.

### Simplified Newton near the root

Put $X=s+E$ with arbitrary small $E$. To first order $X^{-1}=s^{-1}-s^{-1}Es^{-1}$, as multiplying by $s+E$ confirms. With $A=s^2$,
$$X_+=\tfrac12\left(s+E+s-s^{-1}Es^{-1}s^2\right)=s+\tfrac12\left(E-s^{-1}Es\right).$$
In the eigenbasis $s^{-1}$ on the left gives $1/s_i$ and $s$ on the right gives $s_j$:
$$E_{+,ij}=\tfrac12\left(1-\frac{s_j}{s_i}\right)E_{ij}.$$
An error that commutes with $A$ has elements only where $s_i=s_j$, and these are annihilated; that is the quadratic convergence. For $s_j<s_i$ the factor lies between $0$ and $\tfrac12$. For $s_j>s_i$ it is negative, and its largest magnitude, at $i=\min$, $j=\max$, is
$$\rho=\tfrac12\left(\sqrt\kappa-1\right).$$
The linear map is diagonal in the matrices $u_iu_j^T$, so its powers are bounded if and only if $\rho\le1$, that is $\sqrt\kappa\le3$, $\kappa\le9$. Above nine the element $E_{\min,\max}$ alternates in sign and grows by $\rho$ per step.

For one element the statement holds beyond first order. If $E=\epsilon\,u_iu_j^T$ with $i\ne j$, the second-order term of the inverse contains $u_j^Ts^{-1}u_i=0$, and so do all higher ones; the formula is then exact for any $\epsilon$.

Full Newton behaves differently at the same point: $A-X^2=-(sE+Es)-E^2$, so $H=-E+O(E^2)$ and $E_+=O(E^2)$ for every $E$, commuting or not. The simplification gave up this correction for the noncommuting part.

Before convergence, at a commuting iterate with eigenvalues $x_i$, the same expansion gives the factor $\tfrac12[1-\lambda_j/(x_ix_j)]$. Since $x_+-s\ge0$, one has $x_i\ge s_i$ after the first step, and a negative factor is no larger in magnitude than its final value. The commuting error falls quadratically while the noncommuting one rises geometrically from the rounding level, so the total error passes through a minimum.

A direct run shows the threshold. Take $3\times3$ matrices with eigenvalues $1,3,\kappa$ in a random orthogonal basis, start at the root with every $E_{ij}=10^{-7}$, and iterate 60 times in double precision. For $\kappa=8$ the factor is $\tfrac12(1-\sqrt8)=-0.9142$, and $E_{\min,\max}$ shrinks by $0.0046011$, equal to the 60th power. For $\kappa=10$ the factor is $-1.0811$ and the gain is $107.87$, again the 60th power.

### Remedies that fail, and one escape

*Removing the inverse.* For uncoupled NS write $Z=s^{-1}+F$ and $ZAZ=I+D$, so that $Z_+=Z(I-\tfrac12D)$. To first order $D=Fs^2s^{-1}+s^{-1}s^2F=Fs+sF$, and
$$F_+=F-\tfrac12s^{-1}(Fs+sF)=\tfrac12\left(F-s^{-1}Fs\right).$$
This is the same map, with the same threshold, in an iteration made of products alone. For $F=\epsilon\,u_iu_j^T$, $i\neq j$, all terms of higher order again contain $u_j^T(\cdots)u_i=0$ with a function of $A$ in the middle.

*Symmetrizing.* Replace each iterate by its symmetric part. With $E_{ij}=E_{ji}$ and $r=s_j/s_i$, the elements $ij$ and $ji$ acquire $\tfrac12(1-r)$ and $\tfrac12(1-1/r)$, and averaging gives
$$E_{+,ij}=\tfrac12\left[1-\tfrac12\left(r+\frac1r\right)\right]E_{ij}.$$
The magnitude exceeds one when $r+1/r>6$, so $r>3+2\sqrt2$ and $\kappa=r^2>17+12\sqrt2\approx33.97$. The threshold moves and remains.

*More digits.* A seed of relative size $2^{-b}$ needs $n$ steps with $\rho^n2^{-b}$ fixed, so each added bit buys $\ln2/\ln\rho$ steps. For a $3\times3$ matrix with eigenvalues $0.01,\,0.25,\,1$ rotated by a Householder reflection, $\kappa=100$ and $\rho=4.5$. The Frobenius norm of the error climbs back above $10^{-3}$ at step 47 in 100-bit arithmetic and at step 93 in 200-bit arithmetic; the delay of 46 steps matches $100\ln2/\ln4.5=46.1$.

*The escape.* The growth needs a seed in some element $E_{ij}$ with $s_j/s_i>3$; $E_{\min,\max}$ is the fastest of these. If $A$ is block diagonal with exact zeros, products, sums and Gaussian elimination keep those zeros, no error couples two blocks, and the condition number of each block takes the place of $\kappa$. A $4\times4$ matrix with blocks of eigenvalues $(1,4)$ and $(25,100)$ has $\kappa=100$ but block factors of at most $\tfrac12$ in magnitude; its relative Frobenius error after 100 steps is $2.2\times10^{-16}$. The same matrix after a dense rotation reached $2.5\times10^{2}$, where the run was stopped. So $\kappa>9$ is the condition for an unstable direction to exist, and it can become a failure only when the errors reach such a direction. Just above nine the growth per step is slight, and an error at the rounding level need not grow at all if the rounded iteration settles on a floating-point fixed point or keeps returning among nearby floating-point matrices.

### Coupled Newton–Schulz near the root

Put $Y=s+E$ and $Z=s^{-1}+F$. To first order $ZY=I+Fs+s^{-1}E$, so $T=I+\delta T$ with $\delta T=-\tfrac12(Fs+s^{-1}E)$. Then
$$E_+=E+s\,\delta T=\tfrac12\left(E-sFs\right),\qquad F_+=F+\delta T\,s^{-1}=\tfrac12\left(F-s^{-1}Es^{-1}\right).$$
Call this map $P$. Since $sF_+s=\tfrac12(sFs-E)=-E_+$, a second application gives $\tfrac12(E_+-sF_+s)=E_+$ and $\tfrac12(F_+-s^{-1}E_+s^{-1})=F_+$. Thus $P^2=P$: all powers equal $P$, for any $\kappa$. DB has the same linearization, because $Z^{-1}=s-sFs$ and $Y^{-1}=s^{-1}-s^{-1}Es^{-1}$ to first order give the same two lines. The fair comparisons are therefore simplified Newton against DB, and uncoupled against coupled NS: identical exact iterates, and a factor $\rho$ against a projector.

Stable does not mean self-correcting. $P$ removes errors with $E=sFs$ and keeps those with $E=-sFs$. The latter are the first-order form of $Z=Y^{-1}$, and every pair $(Y,Y^{-1})$ gives $T=I$ and is a fixed point. $A$ enters through $Y_0$ alone, so nothing pulls $Y$ back to $s$ along that set.

The size of $P$ sets how much an error is magnified once. Use the relative variables $e=E_{ij}/s_{\max}$ and $\phi=F_{ij}\,s_{\min}$, which divide by $\|s\|_2$ and $\|s^{-1}\|_2$, and let $a=s_is_j/(s_{\max}s_{\min})$. Then
$$\begin{pmatrix}e_+\\ \phi_+\end{pmatrix}=\frac12\begin{pmatrix}1\\-1/a\end{pmatrix}\begin{pmatrix}1&-a\end{pmatrix}\begin{pmatrix}e\\ \phi\end{pmatrix}.$$
A rank-one matrix has the product of the two vector lengths as its norm, $\tfrac12\sqrt{(1+a^{-2})(1+a^2)}=\tfrac12(a+1/a)$. The blocks are independent, the Frobenius norm is unchanged by the rotation $U$, and $a$ runs from $\kappa^{-1/2}$ to $\kappa^{1/2}$, so
$$\|P\|=\tfrac12\left(\sqrt\kappa+1/\sqrt\kappa\right).$$
Let $v_k$ collect the relative errors, so that $v_{k+1}=Pv_k+d_k$ to first order from a converged step $K$ on. Iterating with $P^2=P$,
$$v_k=Pv_K+\sum_{j=K}^{k-2}Pd_j+d_{k-1},\qquad \|v_k\|\le\|P\|\Big(\|v_K\|+\sum_{j=K}^{k-1}\|d_j\|\Big),$$
where $\|P\|\ge1$ was used for the last term. For per-step errors of bounded size the growth is at most linear in $k$. One source drops out: an error $\delta$ made in forming $T$, if the same $T$ updates both matrices, enters as $E=s\delta$, $F=\delta s^{-1}$, for which $E-sFs=0$, and the next step removes it to first order.

The structure behind this survives finite perturbations. Let $M=\begin{pmatrix}0&Y\\Z&0\end{pmatrix}$, so that $M^2=\mathrm{diag}(YZ,ZY)$. The off-diagonal blocks of $\tfrac12M(3I-M^2)$ are $\tfrac12Y(3I-ZY)=YT$ and $\tfrac12Z(3I-YZ)=\tfrac12(3I-ZY)Z=TZ$, without any assumption of commutativity. The coupled step is a polynomial in the single matrix $M$. For diagonalizable $M$ it keeps the eigenvectors and maps each eigenvalue by $\mu_+=\tfrac12\mu(3-\mu^2)$, for which $\mu_+-1=-\tfrac12(\mu-1)^2(\mu+2)$, and the map is odd. Eigenvalues near $\pm1$ go to $\pm1$, the limit is $M(M^2)^{-1/2}$, and $Y_\infty=Y(ZY)^{-1/2}$, $Z_\infty=Y_\infty^{-1}$. A rounding error changes $M$ once, and the iteration then converges to the answer belonging to the changed $M$. For a $4\times4$ matrix with eigenvalues $0.5,1,3,8$, where $\kappa=16$, $\rho=1.5$ and $\|P\|=2.125$, random normal errors of width $10^{-2}$ in every element of $Y$ and $Z$ leave $\|Y-s\|_F=0.072$ after 50 steps: neither removed nor blown up.

### The order of the factors, and one transpose

With $Z_+=ZT$ the polynomial structure is lost. Now $F_+=F+s^{-1}\delta T=F-\tfrac12(s^{-1}Fs+s^{-2}E)$, while $E_+$ is unchanged. With $r=s_j/s_i$ the block acting on $(E_{ij},F_{ij})$ is
$$\begin{pmatrix}\tfrac12&-\tfrac12s_is_j\\-\tfrac12s_i^{-2}&1-\tfrac12r\end{pmatrix}.$$
Its trace is $\tfrac12(3-r)$ and its determinant $\tfrac12-\tfrac r4-\tfrac r4=\tfrac12(1-r)$. The numbers $1$ and $\tfrac12(1-r)$ have this sum and product, so they are the eigenvalues, and the threshold nine is back. Carrying two matrices is not enough.

Conversely, one transpose repairs the single-matrix form. With $Z^TAZ=I+D$, first order gives $D=F^Ts+sF$. In terms of $G=sF$, the update $F_+=F-\tfrac12s^{-1}D$ becomes
$$G_+=G-\tfrac12\left(G^T+G\right)=\tfrac12\left(G-G^T\right),$$
the projection on the antisymmetric part, which is idempotent. An antisymmetric $G$ is an infinitesimal rotation $Z=s^{-1}Q$, and every such $Z$ is a fixed point. For arbitrary $Z$, the residual $R=I-Z^TAZ$ is symmetric and $Z_+=Z(I+\tfrac12R)$, so
$$I-R_+=(I+\tfrac12R)(I-R)(I+\tfrac12R)=I-\tfrac34R^2-\tfrac14R^3 .$$
All factors are polynomials in $R$ and commute. If the eigenvalues of $R$ are below one in magnitude, those of $R_+$ are smaller still, and orthonormality is restored quadratically whatever the error was. What is lost is symmetry: in the $4\times4$ case above the limit has $\|Z-Z^T\|_F=0.035$. The spectrum of $Z^TfZ$, for a Fock matrix $f$, does not depend on $Q$, so orbital energies are unaffected; quantities tied to the Löwdin basis itself, such as Löwdin populations, are.

### A real overlap matrix

Take Ca$_2$ at a chosen distance of 8 bohr, with the axis along $(2,3,6)/7$ so that alignment with a coordinate axis does not create zero blocks. Restricted Hartree–Fock in the def2-SVP basis, with 48 functions and 20 occupied orbitals, supplies $S$ and $f$; it has no correlation and no relativity and serves only as a source of matrices. Diagonalizing $S$ gives extreme eigenvalues $0.081096$ and $2.92639$, and the largest row sum is $c=3.95001$. Then
$$\kappa=\frac{2.92639}{0.081096}=36.09,\quad\sqrt\kappa=6.0071,\quad\rho=\frac{5.0071}{2}=2.5036,\quad\|P\|=\tfrac12\left(6.0071+\frac1{6.0071}\right)=3.0868 .$$
The same geometry in STO-3G has $\kappa=3.85$, below nine, so by the criterion above simplified Newton has no unstable direction there, as for the minimal basis in the question.

All iterations were run in double precision, unit roundoff $u=2^{-53}=1.11\times10^{-16}$, with no added perturbation. The table gives Frobenius errors relative to the norm of the root obtained by diagonalization: $s$ for simplified Newton and DB, $s^{-1}$ for the rest.

| step | Newton | DB | uncoupled | coupled | refinement |
|---|---|---|---|---|---|
| 6 | 7.8e-10 | 7.8e-10 | 1.7e-2 | 1.7e-2 | 1.7e-2 |
| 9 | 1.1e-14 | 1.7e-15 | 6.3e-11 | 6.3e-11 | 6.3e-11 |
| 12 | 1.6e-13 | 1.8e-15 | 2.0e-14 | 1.9e-15 | 2.1e-15 |
| 25 | 2.4e-8 | 1.9e-15 | 2.8e-9 | 1.9e-15 | 3.0e-15 |
| 30 | 2.4e-6 | 2.0e-15 | 2.8e-7 | 1.9e-15 | 3.5e-15 |
| 40 | 2.3e-2 | 2.2e-15 | 2.7e-3 | 1.9e-15 | 4.4e-15 |
| 50 | 2.2e2 | 2.5e-15 | 2.6e1 | 1.9e-15 | 5.3e-15 |
| 100 | stopped | 3.8e-15 | stopped | 1.9e-15 | 1.1e-14 |

At step 6 the columns agree within each family and differ between families. Simplified Newton reaches its best error, $2.4\times10^{-15}$, at step 7 and uncoupled NS $4.1\times10^{-15}$ at step 10. At this $\kappa$ both are good if stopped at the minimum, and both lose a digit every $\ln10/\ln\rho$, about two and a half, steps afterwards. The ratio of successive values of $u_{\min}^T(\text{error})\,u_{\max}$ is $-2.5036$ for Newton from step 23 to 24 and for uncoupled NS from step 24 to 25, the predicted $-\rho$. Growth from $u$ to one takes $\ln(1/u)/\ln\rho=40.0$ steps, and both errors in the table cross one between steps 40 and 50. The factor of about $10^4$ over those ten steps is still the geometric one, two further factors of the hundred seen from step 25 to 30, although the error is no longer small; this is what the exactness of the single-element formula implies when $E_{\min,\max}$ dominates. Symmetrized Newton is barely unstable here, so little that whether rounding errors grow at all can depend on how the step is rounded: the factor at $r=\sqrt\kappa$ is $\tfrac12(1-\|P\|)=\tfrac12(1-3.0868)=-1.0434$, and one symmetrized step from a symmetric perturbation of $10^{-7}$ in that element returns this value.

The stable columns differ in drift. DB rises from $1.8\times10^{-15}$ to $3.8\times10^{-15}$ between steps 12 and 100 and the refinement from $2.1\times10^{-15}$ to $1.1\times10^{-14}$, a slow drift of the kind the argument above permits, since it uses only idempotence and so applies to the refinement as well, while coupled NS does not move at the digits shown. The argument bounds the drift; it does not say which of the stable forms drifts least.

The physical measure is the band energy $2\sum_{\rm occ}\varepsilon_a$ from the eigenvalues of $Z_S^TfZ_S$, with $Z_S=Z/\sqrt c$, compared with $-854.132609\ E_h$ from the generalized eigenproblem. Coupled NS at step 100 is off by $3\times10^{-13}E_h$, with $\|Z_S^TSZ_S-I\|_F=8.8\times10^{-15}$, and the refinement by $9\times10^{-13}E_h$. Uncoupled NS at step 39, where its error first passes $10^{-3}$ again, has a residual of $3.9\times10^{-3}$ but an energy error of only $7.4\times10^{-7}E_h$, or $2.0\times10^{-5}$ eV. The energy is a poor alarm here. With $Z=s^{-1}(I+G)$ the transformed matrix is $(I+G)^T\tilde f(I+G)$, where $\tilde f=s^{-1}fs^{-1}/c$ has orthonormal eigenvectors $w_a$, and first-order perturbation theory gives $\delta\varepsilon_a=2\varepsilon_a\,w_a^TGw_a$ for a nondegenerate level. Nearly degenerate levels that $G$ couples can shift further, in opposite directions, but the sum of these expressions over the occupied levels is still the first-order change of the occupied sum, because it is a trace over the occupied space. For $G=g\,u_{\min}u_{\max}^T$ this is $2\varepsilon_a\,g\,(w_a\!\cdot u_{\min})(w_a\!\cdot u_{\max})$, which vanishes when the two extreme eigenvectors belong to different symmetry species and the $w_a$ have definite symmetry. In Ca$_2$, $u_{\min}$ is odd and $u_{\max}$ even under inversion, and the occupied $w_a$ have definite parity, so the dominant element drops out of the band energy at first order; what remains comes from second order and from the smaller elements of $G$. The protection covers the sum, not the single levels, since $G$ couples nearly degenerate even and odd partners. The residual is the quantity to monitor.

### Truncation

A linear-scaling code drops elements below a threshold $\tau\gg u$, and the dropped part plays the role of $d_k$. Take an open chain of 120 sites with unit diagonal and neighbour overlap $t=0.48$, scaled by $c=1+2t$. Its eigenvalues $1+2t\cos(\pi n/121)$, $n=1,\dots,120$, give $\kappa=48.60$, close to the long-chain value $(1+2t)/(1-2t)$, which passes nine at $t=0.4$. Here $\rho=2.986$ and $\|P\|=3.557$. Uncoupled NS exceeds $\|Z-s^{-1}\|_F/\|s^{-1}\|_F=10^{-2}$ at step 38 from rounding alone, and at step 21 when elements of $Z$ below $\tau=10^{-6}$ are zeroed after each step. Coupled NS with the same truncation of $Y$ and $Z$ has $\|v\|=9.45\times10^{-5}$ at step 15 and the same value at step 60, below the bound $\|P\|\big(\|v_{15}\|+\sum_j\|d_j\|\big)=8.67\times10^{-4}$, in which the $d_j$ are the parts dropped in steps 16 to 60. This error is about five times the $\|v\|=1.9\times10^{-5}$ left by truncating the exact roots once, and further steps do not reduce it, so in this model the coupled form turns truncation into a fixed loss of accuracy, to be controlled through $\tau$. The truncated uncoupled form diverges if left to run, but at its minimum, step 9, its relative error in $Z$ is $6\times10^{-7}$, against $2\times10^{-5}$ for the coupled form. What coupling buys here is safety from running too long, not a smaller error.
